# Film thickness where evaporation overtakes centrifugal drainage in spin drying

## Problem

A silicon wafer of radius $R=150$ mm spins at 1000 rpm, covered by a continuous water film 20 µm thick. The water has density $\rho=1000$ kg/m³ and viscosity $\eta=0.90$ mPa s, rough values for 25 °C. It evaporates at the same rate everywhere, $e=0.20$ µm/s, counted as liquid thickness lost per time.

(a) At what thickness does evaporation begin to thin the film faster than drainage does?

(b) How long does drying take, and how is that time divided by this thickness?

(c) The water carries 1 mg/L of a non-volatile solute. How much is left on the wafer?

(d) Which neglected effects matter for these numbers?

## Solution

### Drainage of a thin film

Let $z$ be the height above the wafer, $r$ the distance from the axis, $h$ the film thickness and $\omega$ the angular speed. In the frame turning with the wafer, the centrifugal force per volume is $\rho\omega^2 r$, directed outward. Four assumptions enter: the water wets the surface completely, the film is nearly level, the air exerts no drag, and the flow relative to the wafer is slow enough for inertia and the Coriolis force to be dropped. Part (d) examines them.

No radial pressure gradient then acts in the film, and viscous friction balances the centrifugal force. With $u(z)$ the outward velocity and $\nu=\eta/\rho$,

$$\nu\frac{d^2u}{dz^2}=-\omega^2 r .$$

The free surface carries no shear stress, so $du/dz=0$ at $z=h$. One integration gives

$$\frac{du}{dz}=\frac{\omega^2 r}{\nu}(h-z).$$

The water sticks to the wafer, so $u(0)=0$, and a second integration gives

$$u=\frac{\omega^2 r}{\nu}\left(hz-\frac{z^2}{2}\right).$$

The volume flux per length of circumference is

$$q=\int_0^h u\,dz=\frac{\omega^2 r}{\nu}\left(\frac{h^3}{2}-\frac{h^3}{6}\right)=\frac{\omega^2 r h^3}{3\nu}.$$

### Why one thickness describes the whole wafer

The volume in a ring changes by the flux through its two edges and by evaporation:

$$\frac{\partial h}{\partial t}+\frac1r\frac{\partial (rq)}{\partial r}=-e .$$

Since $rq=\omega^2r^2h^3/(3\nu)$, the product rule gives

$$\frac1r\frac{\partial(rq)}{\partial r}=\frac{2\omega^2}{3\nu}h^3+\frac{\omega^2 r h^2}{\nu}\frac{\partial h}{\partial r}.$$

For a level film the last term vanishes and the radius drops out:

$$\frac{dh}{dt}=-Kh^3-e,\qquad K=\frac{2\omega^2}{3\nu}. \tag{1}$$

The outward force grows with $r$, but so does the inflow from the inner rings. The two combine so that a level film stays level.

Within this inertia-free model, a thick film with gentle unevenness becomes level while it drains. Gentle means that the paths defined next do not cross on the wafer. With $e$ neglected, a path starting at $r_0$ with thickness $h_0$ has $r=r_0(1+2Kh_0^2t)^{3/4}$, and neighbouring paths can cross only where $r\,\partial h/\partial r<-\tfrac23h$ at the start. A 5 % ripple of 5 mm wavelength, for example, meets this condition beyond $r_0\approx11$ mm and steepens into fronts, first near the rim and later as far in as $r\approx35$ mm. Along a path with $dr/dt=\omega^2rh^2/\nu=\tfrac32Kh^2r$, the term with $\partial h/\partial r$ is absorbed into the rate of change seen by the moving point, and $h$ again obeys (1). On such a path

$$\frac{d\ln r^2}{dt}=3Kh^2,\qquad \frac{d\ln(Kh^3+e)}{dt}=\frac{3Kh^2}{Kh^3+e}\,\frac{dh}{dt}=-3Kh^2 ,$$

so $r^2(Kh^3+e)$ is constant. As the thinning rate falls, the thickness pattern is stretched outward, and the thickness over the whole wafer comes to be set by what was a small central patch of the profile. These paths carry the thickness, not the water: its mean speed $q/h=\tfrac12Kh^2r$ is a third of the path speed, so the water and solute come from a much wider region.

### (a) The crossover thickness

Drainage thins the film at the rate $Kh^3$ and evaporation at the rate $e$. They are equal when $Kh_*^3=e$, that is

$$h_*=\left(\frac{3\nu e}{2\omega^2}\right)^{1/3}. \tag{2}$$

The cube in the drainage law makes the change of regime sharp. At $2h_*$ drainage is eight times faster than evaporation; at $h_*/2$ it is eight times slower. The change is sharp in thickness, not in time: in the example the passage from $2h_*$ to $h_*/2$ takes about half of the drying time. The same cube makes the estimate forgiving: doubling $e$ raises $h_*$ by a factor of $2^{1/3}=1.26$.

For the given wafer $\omega=104.72$ rad/s and $\nu=9.0\times10^{-7}$ m²/s, so

$$h_*^3=\frac{3(9.0\times10^{-7})(2.0\times10^{-7})}{2(104.72)^2}\ \text{m}^3=2.46\times10^{-17}\ \text{m}^3,$$

$$h_*=2.9\ \text{µm}=2900\ \text{nm}.$$

At the initial 20 µm the drainage rate is 65 µm/s, more than three hundred times the evaporation rate.

Equation (2) compares rates, not accumulated amounts. Most of the original 20 µm still leaves over the rim, because drainage removes it before evaporation has had time to act.

### (b) The drying time

From (1), the time needed to go from thickness $h$ to a dry surface is $\int_0^h dh'/(Kh'^3+e)$. Put $h'=h_*s$ and use $Kh_*^3=e$:

$$t=\frac{h_*}{e}\,I\!\left(\frac{h}{h_*}\right),\qquad I(x)=\int_0^x\frac{ds}{1+s^3}.$$

The integrand splits as

$$\frac1{1+s^3}=\frac13\,\frac1{1+s}+\frac13\,\frac{2-s}{s^2-s+1},$$

which is confirmed by $(s^2-s+1)+(2-s)(1+s)=3$. Next write $2-s=-\tfrac12(2s-1)+\tfrac32$. The first piece is proportional to the derivative of the denominator and gives a logarithm. The second, with $s^2-s+1=(s-\tfrac12)^2+\tfrac34$, gives an arctangent:

$$I(x)=\frac{\ln(1+x)}3-\frac{\ln(x^2-x+1)}6+\frac1{\sqrt3}\left[\arctan\frac{2x-1}{\sqrt3}+\frac\pi6\right].$$

At $x=1$ the arctangent equals $\pi/6$. For $x\to\infty$ it tends to $\pi/2$, and the logarithms cancel. Hence

$$I(1)=\frac{\ln2}3+\frac{\pi}{3\sqrt3}=0.8356,\qquad I(\infty)=\frac{2\pi}{3\sqrt3}=1.2092 .$$

For a thick initial film, $0.8356/1.2092=69\,\%$ of the drying time is spent below $h_*$.

Here $h_*/e=14.55$ s. The film needs 5.3 s to fall from 20 µm to $h_*$ and another $0.8356\times14.55\ \text{s}=12.2$ s to dry, 17.4 s in all. An arbitrarily thick start would add only 0.15 s within this model, since thick films drain so fast. Below $h_*$, evaporation removes 2.43 µm and drainage the remaining 0.48 µm.

### (c) The residue

Suppose the solute stays evenly mixed through the depth, at concentration $c$. Its mass per area is $m=ch$, and it leaves the wafer only with the draining water. The ring balance for solute has flux $cq$ and no evaporation term. With $c$ and $h$ independent of $r$,

$$\frac{dm}{dt}=-cKh^3=-Kh^2m .$$

Dividing by (1) removes the time:

$$\frac{d\ln m}{dh}=\frac{Kh^2}{Kh^3+e}=\frac13\frac{d}{dh}\ln(Kh^3+e).$$

Integration from the initial thickness $h_0$, where $m=c_0h_0$, down to $h=0$ gives

$$m_{\rm dry}=c_0h_0\left(\frac{e}{Kh_0^3+e}\right)^{1/3}=\frac{c_0h_0}{\left[1+(h_0/h_*)^3\right]^{1/3}} .$$

There are two limits. A film that starts far below $h_*$ hardly drains and leaves all its solute, $c_0h_0$. A film that starts far above $h_*$ leaves

$$m_{\rm dry}\to c_0h_* . \tag{3}$$

The crossover thickness thus has a second meaning: the residue equals the solute content of a layer $h_*$ thick at the original concentration. At the moment of crossover the film holds more than this, $2^{1/3}c_0h_*$, because evaporation has already enriched it; later drainage carries off the excess.

With $c_0=1$ mg/L $=10^{-3}$ kg/m³, the residue is $2.9\times10^{-9}$ kg/m², or 0.29 ng/cm².

### A numerical test with an uneven film

The ring balances for water and solute were also solved numerically on 60 rings, starting from the profile $h_0[1+0.2\cos(\pi r/R)]$ with $h_0=20$ µm. The outflow over the rim fell below the total evaporation at a mean thickness of 2.908 µm after 5.30 s, and the film was dry after 17.44 s. The residue divided by $c_0$ was 2.903 µm. These values carry a time-step error; with much finer steps they become 5.33 s, 17.48 s and 2.908 µm. The level-film formulas give $h_*=2.909$ µm, with 5.28 s and 17.44 s for a start at 20 µm and 5.33 s and 17.48 s for a start at 24 µm. The latter is the matching case, because the film that survives descends from the thick centre of the profile, as shown next.

The thickness spread, maximum minus minimum relative to the mean, fell from 40 % to 0.01 % at crossover. Two effects explain this. Near the axis the film starts at 24 µm, where (1) gives a thinning rate of about 112 µm/s. By crossover the rate has dropped to $2e=0.4$ µm/s, so radii on the paths grow by a factor of about $\sqrt{112/0.4}\approx17$. The film at crossover therefore descends from the part of the initial profile within $R/17$ of the axis, where the thickness varied by only about 0.3 %. In addition, two nearly equal thicknesses obeying (1) follow the same curve $h(t)$ with a small shift in time, so their difference is proportional to the thinning rate. It shrinks by a factor of about 280 while the thickness itself shrinks by a factor of about 8, which brings the relative spread down to about 0.01 %.

### A few cases

At fixed $e$, equation (2) gives $h_*\propto\omega^{-2/3}$. Evaporation may itself depend on speed, however. If laminar air flow driven by the disk carries the vapour away, the air layer has a thickness proportional to $\omega^{-1/2}$, as shown under (d). Then $e\propto\omega^{1/2}$ at fixed temperature and humidity, and $h_*\propto(\omega^{1/2}/\omega^2)^{1/3}=\omega^{-1/2}$.

The viscosity is the same in all rows. The times are $1.2092\,h_*/e$, for a thick initial film.

| Speed (rpm) | $e$ (µm/s) | $h_*$ (µm) | Drying time (s) |
|---|---:|---:|---:|
| 1000 | 0.20 | 2.91 | 17.6 |
| 1000 | 0.10 | 2.31 | 27.9 |
| 1000 | 0.40 | 3.67 | 11.1 |
| 500 | 0.20 | 4.62 | 27.9 |
| 500 | 0.14 | 4.11 | 35.2 |

The last row uses $e=0.20/\sqrt2$ µm/s, as air-limited evaporation requires. The second and fourth rows share a drying time because $h_*/e\propto(\omega e)^{-2/3}$, but they do not share a residue. By (3), slower evaporation leaves less solute and slower rotation leaves more. Faster evaporation shortens drying at the price of a larger residue.

### (d) What the estimate leaves out

**Wetting.** If this assumption fails, the picture of a continuous film is lost. If water meets the surface at a contact angle $\theta$, replacing dry surface by wet surface costs the energy $\sigma(1-\cos\theta)$ per area, where $\sigma$ is the surface tension. A resting puddle of volume $V$ and thickness $h$ covers the area $V/h$ and has the energy

$$E=V\left[\frac{\sigma(1-\cos\theta)}h+\frac{\rho gh}2\right].$$

Setting $dE/dh=0$ gives $h^2=2\sigma(1-\cos\theta)/(\rho g)$, so

$$h_{\rm rest}=2\sqrt{\frac{\sigma}{\rho g}}\,\sin\frac\theta2 .$$

With $\sigma=72$ mN/m and $\theta=10^\circ$ this is 0.47 mm, or 162 times $h_*$. A film of a few micrometres on such a surface can lower its energy by drawing back from a hole, once the hole is much wider than the film is thick. The calculation is for a wafer at rest and does not say when a hole forms, but it shows that even a small contact angle puts the film at risk. Equation (2) holds only while the film stays whole.

**Air drag.** The spinning disk throws air outward, and this air pulls the film along. Let $\nu_a$ and $\rho_a$ be the kinematic viscosity and density of the air, otherwise at rest, and set $\zeta=z\sqrt{\omega/\nu_a}$. For laminar flow, write the radial, azimuthal and vertical air velocities as $r\omega F(\zeta)$, $r\omega G(\zeta)$ and $\sqrt{\nu_a\omega}\,H(\zeta)$. With these forms the vertical force balance makes $\partial p/\partial z$ independent of $r$, so the radial pressure gradient is the same at every height. Far from the disk the air neither turns nor flows outward, so the gradient vanishes there and hence everywhere. Volume conservation and the two horizontal force balances become

$$H'=-2F,\qquad F''=F^2-G^2+HF',\qquad G''=2FG+HG',$$

with $F=H=0$ and $G=1$ at the disk, and $F,G\to0$ far away. The radius has cancelled, so the air layer is equally thick everywhere, with a thickness set by $\sqrt{\nu_a/\omega}$. The numerical solution has $F'(0)=0.510$. The outward stress on the film is

$$\tau=\rho_a\nu_a\,\frac{\partial(r\omega F)}{\partial z}\bigg|_{0}=0.510\,\rho_a\sqrt{\nu_a}\,\omega^{3/2}r .$$

It adds $\tau/\eta$ to $du/dz$ in the film, hence $\tau z/\eta$ to $u$ and $\tau h^2/(2\eta)$ to $q$. Relative to centrifugal drainage this is

$$\frac{\tau h^2/(2\eta)}{\omega^2rh^3/(3\nu)}=\frac{3\tau}{2\rho\omega^2rh}.$$

With $\rho_a=1.2$ kg/m³ and $\nu_a=1.5\times10^{-5}$ m²/s, the ratio is 12 % at $h_*$, and it grows as the film thins. Including the drag lowers the crossover from 2.91 to 2.80 µm, the drying time from 17.4 to 16.9 s, and the residue by about 5 %.

**The evaporation rate.** The same air flow shows whether 0.20 µm/s is reasonable. A vapour profile $C(\zeta)$, falling from 1 at the film to 0 far away, obeys $C''=(\nu_a/D_v)HC'$. With the vapour diffusivity $D_v=2.5\times10^{-5}$ m²/s the solution has $-C'(0)=0.294$. The equation contains no radius, so this mechanism gives uniform evaporation. The transfer speed is $0.294\,D_v\sqrt{\omega/\nu_a}=19.4$ mm/s. At 25 °C and 40 % humidity, with a saturation pressure of 3.2 kPa, the vapour density at the film exceeds that of the room by

$$\frac{0.60\times3200\ \text{Pa}\times0.018\ \text{kg/mol}}{8.314\ \text{J/(mol K)}\times298\ \text{K}}=0.014\ \text{kg/m}^3 .$$

Multiplying by the transfer speed and dividing by $\rho$ gives $e=0.27$ µm/s for an uncooled film.

**Cooling.** Evaporation takes heat from the wafer, whose heat capacity is taken as 1240 J/(m² K), for 0.775 mm of silicon at 1.6 MJ/(m³ K). Take a latent heat $L=2.44$ MJ/kg, let the vapour pressure fall with temperature by the Clausius–Clapeyron relation, and let the viscosity rise by 2.2 % per kelvin of cooling. If the air returns no heat, the wafer cools by 2.3 K before crossover and by 7.3 K before it is dry. The evaporation rate falls from 0.27 to 0.22 and then to 0.12 µm/s. The crossover lies at 3.0 µm and drying takes 20.7 s. A heat capacity of 1270 J/(m² K) plus that of the water film lowers the final cooling by about 0.2 K and the drying time by about 0.3 s. Without any cooling, the same air-limited model gives 3.2 µm and 14.2 s.

Heat supplied by the air places the wafer between these two cases. The crossover thickness is therefore well determined, while the drying time is uncertain by several seconds: most of it falls in the late stage, over which the total drop of $e$ is largest.

**Smaller effects.** The velocity relative to the wafer is of order $\omega r(\omega h^2/\nu)$, and inertia and the Coriolis force alter the drainage of a level film by a fraction of order $(\omega h^2/\nu)^2$. The ratio $\omega h^2/\nu$ is 0.05 at 20 µm and 0.001 at $h_*$; the Coriolis force alone reduces the initial drainage by 0.14 %, and inertia gives back about half of that. For ripples, inertia is not small at first. At 20 µm the film Reynolds number $uh/\nu$, with $u$ the surface speed, is about 8 at the rim. The film, treated as a falling film with $\omega^2r$ in place of gravity, is then unstable: ripples about 1 mm long grow at roughly 500 per second, against a levelling rate $2Kh^2=6.5$ per second. At the rim, levelling wins once the film has thinned to between 10 and 8 µm. It reaches 8 µm after about 0.8 s, so the film may be wavy in this first stage; at 20 µm growth exceeds levelling beyond $r\approx40$ mm, which is most of the wafer area. Surface tension can hold back the film near the rim over a width $\ell$ at which the capillary pressure gradient $\sigma h/\ell^3$ matches $\rho\omega^2R$. This gives $\ell\sim50$ µm, far less than $R$, provided the water at the rim stands no higher than the film. A bead pinned at the edge with a slope of order one has the larger scale $\sqrt{\sigma/(\rho\omega^2R)}\approx0.2$ mm; its drying and residue lie outside the model. For a solute diffusivity $D=10^{-9}$ m²/s, the relative concentration difference across the film is of order $eh/D$, which is $6\times10^{-4}$ at $h_*$; the difference itself is about half of that. This supports the assumption of even mixing. Slower diffusion lowers the residue only slightly, by 0.7 % for $D=10^{-11}$ m²/s and by 2.5 % for $10^{-12}$ m²/s.

### Range of validity

In the example the air Reynolds number $\omega R^2/\nu_a$ is $1.6\times10^5$ at the rim. Air flow over a smooth disk becomes turbulent at roughly two to three times $10^5$, which the rim reaches between about 1300 and 1900 rpm; evaporation is then no longer uniform out to the edge. The laminar layer already becomes unstable to spiral vortices fixed to the disk where $\omega r^2/\nu_a$ exceeds about $8\times10^4$, here beyond $r\approx110$ mm, and some travelling disturbances can grow at smaller radii, for example at $1.4\times10^4$ or $r\approx45$ mm. So even at 1000 rpm uniform evaporation is not assured on the outer part of the wafer. Perfectly dry gas instead of 40 % humidity would raise the uncooled $e$ by a factor of $1/0.60$ and $h_*$ by 19 %, at fixed speed and temperature. Chamber exhaust, alcohol vapour and water held in fine patterns lie outside the model. For a flat, fully wetted wafer at 1000 rpm in laminar air of about 25 °C and 40 % humidity, the model gives a crossover near 3 µm. On a surface that water wets poorly, the film may break into drops or rivulets first, and equation (2) then no longer describes the drying.

The values used here are listed in the numerical output below.

## Table of computed values

```
rotation speed: 1000 rpm; omega: 104.72 rad/s
wafer radius: 150 mm; start film: 20 um
water: density 1000 kg/m3, viscosity 0.90 mPa s
kinematic viscosity: 9.00e-07 m2/s
chosen evaporation rate: 0.20 um/s
drainage coefficient K: 8.123e+09 1/(m2 s)
CROSSOVER THICKNESS h*: 2.909 um = 2909 nm
drainage rate at start film: 65.0 um/s
h*/e: 14.55 s
time factors: total 1.2092, below h* 0.8356
time from start film to h*: 5.28 s
time from h* to dry: 12.16 s
drying time from start film: 17.44 s
drying time, very thick start: 17.59 s
below h*: evaporated 2.431 um, drained 0.478 um
solute: 1.0 mg/L; residue c0 h*: 0.291 ng/cm2
h* at half e: 2.309 um; at double e: 3.665 um
h* at 500 rpm: fixed e 4.618 um, e ~ sqrt(omega) 4.114 um
simulation: crossover 2.908 um at 5.30 s, dry at 17.44 s
simulation: residue/c0 2.903 um
simulation: thickness spread 40.0 % at start, 0.01 % at crossover
air: density 1.2 kg/m3, kin. viscosity 1.5e-05 m2/s
air Reynolds number at rim: 1.57e+05
air radial shear number: 0.5102
air drag / centrifugal drainage at h*: 11.9 %
with air drag: crossover 2.798 um, dry in 16.88 s
with air drag: residue/c0 2.775 um
vapour: diffusivity 2.5e-05 m2/s, transfer number 0.2943
air: 25 C, humidity 40 %, saturation pressure 3.2 kPa
vapour transfer speed: 19.44 mm/s
air-limited evaporation, uncooled: 0.271 um/s
latent heat: 2.44 MJ/kg; wafer heat capacity: 1240 J/(m2 K)
viscosity rise on cooling: 2.2 %/K
uncooled air-limited model: crossover 3.219 um, dry in 14.21 s
cooling wafer: crossover 3.032 um at 4.91 s
cooling wafer: dry in 20.65 s
cooling: 2.33 K at crossover, 7.26 K when dry
cooled evaporation: 0.215 um/s at crossover, 0.117 um/s when dry
omega h^2/nu: 9.85e-04 at h*, 4.65e-02 at start
Coriolis loss of drainage at start: 0.140 %
surface tension: 72 mN/m; rim width: 50 um
solute diffusivity: 1e-09 m2/s; e h*/D: 5.8e-04
resting film at 10 deg contact angle: 0.472 mm = 162 h*
```
